# Electrode-Potential Shift of a Lithium-Silicon Film Under Equibiaxial Stress: a program that tests the result

```python
"""Stress shift of the open-circuit potential of a lithium-alloy film.

Result under test (Larche-Cahn, first order in stress, fixed composition):
    d_mu = -Omega * trace(stress) / 3,    d_E = -d_mu / F
so an equibiaxial stress s (tension positive) gives d_E = 2 Omega s / (3 F).
Omega: partial molar volume of Li; F: Faraday constant;
x: moles of Li per mole of Si; V: stress-free volume per mole of Si;
Y: Young modulus; nu: Poisson ratio.
Internal units: GPa, cm^3/mol, and GPa cm^3 = kJ.
The test side differentiates a finite-strain energy of a block numerically.
"""
import numpy as np
from scipy.constants import physical_constants, R
from scipy.optimize import fsolve, brentq

FARADAY = (physical_constants["Avogadro constant"][0]
           * physical_constants["elementary charge"][0])
OMEGA = 8.9            # cm^3/mol
STRESS = 1.0           # GPa
V_SI = 12.0            # cm^3/mol, rough
Y_SI = 90.0            # GPa, rough
Y_SLOPE = -13.0        # GPa per unit x, rough
NU = 0.25              # rough
X0 = 1.0               # Li per Si
TEMPERATURE = 298.15   # K
V_LI_METAL = 13.0      # cm^3/mol, rough
CELL_PRESSURE = 1.0e-3  # GPa
ISO = np.ones(3) / 3.0


def volume(x):
    return V_SI + OMEGA * x


def young(x):
    return Y_SI + Y_SLOPE * x


def millivolt(mu_kj):
    """Potential shift in mV for a chemical-potential shift in kJ/mol."""
    return -mu_kj * 1.0e6 / FARADAY


def free_log_lengths(x, share):
    """Stress-free log edge lengths; share = split of swelling over axes."""
    return np.log(volume(X0)) / 3.0 + share * np.log(volume(x) / volume(X0))


def elastic_energy(x, log_len, share=ISO):
    strain = log_len - free_log_lengths(x, share)
    shear = young(x) / (2.0 * (1.0 + NU))
    lame = young(x) * NU / ((1.0 + NU) * (1.0 - 2.0 * NU))
    density = 0.5 * lame * strain.sum() ** 2 + shear * (strain ** 2).sum()
    return volume(x) * density


def energy_gradient(x, log_len, share=ISO):
    step = 1.0e-4
    return np.array([(elastic_energy(x, log_len + step * axis, share)
                      - elastic_energy(x, log_len - step * axis, share))
                     / (2.0 * step) for axis in np.eye(3)])


def cauchy_stress(x, log_len, share=ISO):
    return energy_gradient(x, log_len, share) / np.exp(log_len.sum())


def loaded_state(target, share=ISO):
    start = free_log_lengths(X0, share)
    found = fsolve(lambda u: cauchy_stress(X0, u, share) - target,
                   start, xtol=1.0e-11)
    assert np.max(np.abs(cauchy_stress(X0, found, share) - target)) < 1.0e-8
    return found


def mu_fixed_lengths(target, share=ISO):
    u = loaded_state(target, share)
    h = 1.0e-4
    return (elastic_energy(X0 + h, u, share)
            - elastic_energy(X0 - h, u, share)) / (2.0 * h)


def mu_fixed_forces(target):
    u0 = loaded_state(target)
    forces = target * np.exp(u0.sum() - u0)

    def gibbs(x):
        def imbalance(u):
            return energy_gradient(x, u) - forces * np.exp(u)
        u = fsolve(imbalance, u0, xtol=1.0e-11)
        assert np.max(np.abs(imbalance(u))) < 1.0e-7
        return elastic_energy(x, u) - np.dot(forces, np.exp(u))

    h = 1.0e-3
    return (gibbs(X0 + h) - gibbs(X0 - h)) / (2.0 * h)


def odd_part(target, share=ISO):
    return 0.5 * (mu_fixed_lengths(target, share)
                  - mu_fixed_lengths(-target, share))


# Trace law for several small stress states, including a general one.
for state in ([0.02, 0.02, 0.0], [0.02, 0.0, 0.0],
              [0.02, 0.02, 0.02], [0.02, -0.008, 0.005]):
    state = np.array(state)
    assert np.isclose(odd_part(state), -OMEGA * state.sum() / 3.0, rtol=1e-5)

# Full stress: first-order part, second-order part, and both routes to mu.
biaxial = STRESS * np.array([1.0, 1.0, 0.0])
mu_linear = -2.0 * OMEGA * STRESS / 3.0
mu_tension = mu_fixed_lengths(biaxial)
mu_compression = mu_fixed_lengths(-biaxial)
assert np.isclose(odd_part(biaxial), mu_linear, rtol=2e-3)
assert np.isclose(mu_fixed_forces(biaxial), mu_tension, rtol=1e-5)
assert np.isclose(mu_fixed_forces(-biaxial), mu_compression, rtol=1e-5)

Y0, V0 = young(X0), volume(X0)
mu_geometry = STRESS ** 2 / Y0 * OMEGA * (5.0 * NU - 1.0) / 3.0
mu_softening = STRESS ** 2 / Y0 * V0 * (1.0 - NU) * Y_SLOPE / Y0
mu_second = mu_geometry + mu_softening
even_part = 0.5 * (mu_tension + mu_compression)
assert np.isclose(even_part, mu_second, rtol=1e-2)

# Unequal swelling: only the in-plane share works against the stress.
share_plane = 0.60
unequal = np.array([share_plane / 2, share_plane / 2, 1.0 - share_plane])
mu_unequal = -share_plane * OMEGA * STRESS
assert np.isclose(odd_part(biaxial, unequal), mu_unequal, rtol=2e-3)


def clamped_stress(x):
    """In-plane stress when the in-plane lengths stay at their X0 values."""
    u = free_log_lengths(X0, ISO)

    def normal_stress(u3):
        return cauchy_stress(x, np.array([u[0], u[1], u3]))[2]
    u3 = brentq(normal_stress, u[2] - 0.1, u[2] + 0.1, xtol=1e-13)
    return cauchy_stress(x, np.array([u[0], u[1], u3]))[0]


biaxial_modulus = Y0 / (1.0 - NU)
clamp_slope = -biaxial_modulus * OMEGA / (3.0 * V0)
dx = 1.0e-4
numeric_slope = (clamped_stress(X0 + dx) - clamped_stress(X0 - dx)) / (2 * dx)
assert np.isclose(numeric_slope, clamp_slope, rtol=1e-4)

# Charge-transfer overpotential at a current equal to the exchange current.
thermal = R * TEMPERATURE / FARADAY
overpotential = 2.0 * thermal * np.arcsinh(0.5)
rate_root = brentq(lambda v: np.exp(v / (2 * thermal))
                   - np.exp(-v / (2 * thermal)) - 1.0, 0.0, 0.2)
assert np.isclose(overpotential, rate_root, rtol=1e-8)

print(f"Li partial molar volume: {OMEGA:.1f} cm^3/mol")
print(f"Stress magnitude: {STRESS:.1f} GPa")
print(f"Faraday constant: {FARADAY:.2f} C/mol")
print(f"Mean stress, tension: {2 * STRESS / 3:.4f} GPa")
print(f"First-order d_mu, tension: {mu_linear:.4f} kJ/mol")
print(f"First-order d_E, tension: {millivolt(mu_linear):+.3f} mV")
print(f"First-order d_E, compression: {millivolt(-mu_linear):+.3f} mV")
print(f"Same in volts, tension: {millivolt(mu_linear) / 1000:+.4f} V")
print(f"Hydrostatic tension d_E: {millivolt(1.5 * mu_linear):+.2f} mV")
print(f"Uniaxial tension d_E: {millivolt(0.5 * mu_linear):+.2f} mV")
print(f"Si molar volume (rough): {V_SI:.1f} cm^3/mol")
print(f"Li per Si: {X0:.1f} (dimensionless)")
print(f"Film volume per mole Si: {V0:.1f} cm^3/mol")
print(f"Young modulus without Li (rough): {Y_SI:.1f} GPa")
print(f"Young modulus slope (rough): {Y_SLOPE:.1f} GPa per Li/Si")
print(f"Young modulus of film: {Y0:.1f} GPa")
print(f"Poisson ratio (rough): {NU:.2f} (dimensionless)")
print(f"Biaxial modulus: {biaxial_modulus:.1f} GPa")
print(f"In-plane elastic strain: {100 * STRESS / biaxial_modulus:.2f} %")
print(f"Energy model d_E, tension: {millivolt(mu_tension):+.2f} mV")
print(f"Energy model d_E, compression: {millivolt(mu_compression):+.2f} mV")
print(f"Second order, geometry: {millivolt(mu_geometry):+.3f} mV")
print(f"Second order, softening: {millivolt(mu_softening):+.3f} mV")
print(f"Second order, formula total: {millivolt(mu_second):+.3f} mV")
print(f"Second order, energy model: {millivolt(even_part):+.3f} mV")
print(f"Unequal in-plane share: {share_plane:.2f} (dimensionless)")
print(f"d_E with that share, tension: {millivolt(mu_unequal):+.2f} mV")
print(f"Change due to that share: {millivolt(mu_unequal - mu_linear):+.2f} mV")
print(f"Clamped-film stress slope: {clamp_slope:.2f} GPa per Li/Si")
print(f"Li/Si rise for -1 GPa, linear: {-STRESS / clamp_slope:.4f}")
print(f"Li metal molar volume (rough): {V_LI_METAL:.1f} cm^3/mol")
print(f"Pressure on Li metal: {CELL_PRESSURE * 1000:.1f} MPa")
print("Potential shift from that pressure: "
      f"{V_LI_METAL * CELL_PRESSURE * 1e6 / FARADAY:+.3f} mV")
print(f"Temperature: {TEMPERATURE:.2f} K")
print(f"Thermal voltage RT/F: {1000 * thermal:.2f} mV")
print(f"Overpotential at exchange current: {1000 * overpotential:.2f} mV")
print("success")
```

It prints:

```
Li partial molar volume: 8.9 cm^3/mol
Stress magnitude: 1.0 GPa
Faraday constant: 96485.33 C/mol
Mean stress, tension: 0.6667 GPa
First-order d_mu, tension: -5.9333 kJ/mol
First-order d_E, tension: +61.495 mV
First-order d_E, compression: -61.495 mV
Same in volts, tension: +0.0615 V
Hydrostatic tension d_E: +92.24 mV
Uniaxial tension d_E: +30.75 mV
Si molar volume (rough): 12.0 cm^3/mol
Li per Si: 1.0 (dimensionless)
Film volume per mole Si: 20.9 cm^3/mol
Young modulus without Li (rough): 90.0 GPa
Young modulus slope (rough): -13.0 GPa per Li/Si
Young modulus of film: 77.0 GPa
Poisson ratio (rough): 0.25 (dimensionless)
Biaxial modulus: 102.7 GPa
In-plane elastic strain: 0.97 %
Energy model d_E, tension: +61.75 mV
Energy model d_E, compression: -61.24 mV
Second order, geometry: -0.100 mV
Second order, softening: +0.356 mV
Second order, formula total: +0.256 mV
Second order, energy model: +0.256 mV
Unequal in-plane share: 0.60 (dimensionless)
d_E with that share, tension: +55.35 mV
Change due to that share: -6.15 mV
Clamped-film stress slope: -14.57 GPa per Li/Si
Li/Si rise for -1 GPa, linear: 0.0686
Li metal molar volume (rough): 13.0 cm^3/mol
Pressure on Li metal: 1.0 MPa
Potential shift from that pressure: +0.135 mV
Temperature: 298.15 K
Thermal voltage RT/F: 25.69 mV
Overpotential at exchange current: 24.73 mV
success
```
